# Why London orbitals need fewer basis functions than field-free orbitals

**Q.** My calculated proton shieldings change when I move the gauge origin, unless I switch on London orbitals. What is the origin, and why does a calculation notice it?

**A.** Take one electron, leave out its spin, and let it move in a spherical potential about a nucleus at $\mathbf R$. In Hartree atomic units, with electron charge $-1$, the Hamiltonian in a uniform field $\mathbf B$ is

$$H=\tfrac12(\mathbf p+\mathbf A)^2+V(|\mathbf r-\mathbf R|),\qquad \mathbf A(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf O).$$

The point $\mathbf O$ is the gauge origin. Moving it adds a constant vector to $\mathbf A$. The field, which is the curl of $\mathbf A$, does not change, so no exact observable can change.

The wavefunction does change. If a constant $\mathbf c$ is added to $\mathbf A$, the solution acquires the factor $e^{-i\mathbf c\cdot\mathbf r}$. A finite set of field-independent functions generally cannot represent that factor, and the failure appears as a dependence on $\mathbf O$.

**Q.** And a London orbital carries the factor with it?

**A.** Yes. Let $\chi$ be an orbital centred on $\mathbf R$. Its London orbital is

$$\omega=e^{-i\mathbf a\cdot\mathbf r}\chi,\qquad \mathbf a=\mathbf A(\mathbf R)=\tfrac12\mathbf B\times\mathbf d,\qquad \mathbf d=\mathbf R-\mathbf O.$$

The constant $\mathbf a$ is the vector potential at the nucleus.

**Q.** How good is this function for a single atom? Please do not skip the algebra.

**A.** Since $\mathbf p=-i\nabla$, the product rule gives, for any function $f$,

$$\mathbf p\,(e^{-i\mathbf a\cdot\mathbf r}f)=e^{-i\mathbf a\cdot\mathbf r}(\mathbf p-\mathbf a)f.$$

Add $\mathbf A$ on both sides and write $\mathbf q=\mathbf r-\mathbf R$. Then

$$\mathbf A(\mathbf r)-\mathbf a=\tfrac12\mathbf B\times(\mathbf r-\mathbf O-\mathbf R+\mathbf O)=\tfrac12\mathbf B\times\mathbf q\equiv\mathbf A_R,$$

$$(\mathbf p+\mathbf A)\,e^{-i\mathbf a\cdot\mathbf r}f=e^{-i\mathbf a\cdot\mathbf r}(\mathbf p+\mathbf A_R)f.$$

The origin has dropped out. Applying the rule twice, and using that $V$ is a multiplication and commutes with the phase, we get

$$He^{-i\mathbf a\cdot\mathbf r}f=e^{-i\mathbf a\cdot\mathbf r}H_Rf,\qquad H_R=\tfrac12(\mathbf p+\mathbf A_R)^2+V.$$

Now expand the square:

$$H_R=\tfrac12p^2+V+\tfrac12(\mathbf p\cdot\mathbf A_R+\mathbf A_R\cdot\mathbf p)+\tfrac12A_R^2.$$

Because $\nabla\cdot(\mathbf B\times\mathbf q)=0$, the two cross terms are equal. Their sum, with the factor $\tfrac12$, is

$$\mathbf A_R\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf q)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf q\times\mathbf p)=\tfrac12\mathbf B\cdot\mathbf L_R.$$

The last term is $\tfrac18|\mathbf B\times\mathbf q|^2=\tfrac18B^2\rho^2$, where $\rho$ is the distance from the axis through the nucleus along $\mathbf B$. With $H_0=\tfrac12p^2+V$,

$$H_R=H_0+\tfrac12\mathbf B\cdot\mathbf L_R+\tfrac18B^2\rho^2.$$

Choose $\chi$ as a field-free eigenfunction, $H_0\chi=\varepsilon\chi$, with angular momentum $m$ along $\mathbf B$. Then

$$H\omega=\left(\varepsilon+\tfrac12mB+\tfrac18B^2\rho^2\right)\omega .$$

If the last term were absent, $\omega$ would be an eigenfunction. The London orbital therefore solves the problem through first order in $B$, for any origin.

**Q.** Does a second-order residual guarantee a second-order error in the wavefunction?

**A.** It does if no other state has the same $\varepsilon$ and the same $m$. The residual operator $\tfrac18B^2\rho^2$ conserves $m$, so it mixes $\omega$ only with states separated by a finite energy, and the admixture is of order $B^2$. Hydrogen 3s and 3d with $m=0$ violate the condition. There the correct combination of the two must be chosen first.

An oscillator diagonalized in the field, with the origin away from its centre, shows the difference. When $B$ is doubled from 0.04 to 0.08 a.u., the norm of the error of the bare ground state goes from 0.0447 to 0.0893, a factor of two. With the London phase it goes from $1.00\times10^{-4}$ to $4.00\times10^{-4}$, a factor of four.

The energy does better still. An error of order $B^2$ in the state gives an error of order $B^4$ in the expectation value, so

$$E=\varepsilon+\tfrac12mB+\tfrac18B^2\langle\rho^2\rangle+O(B^4).$$

**Q.** My program uses real $p_x,p_y,p_z$, not functions of definite $m$.

**A.** All functions of a shell sit on one nucleus and share one phase. The real functions span the same space as those of definite $m$, for any field direction, so the calculation can form the required combinations.

Nor does $\chi$ have to be exact for the origin to drop out, because the phase identity holds for any $f$. A poor orbital remains poor, but only as poor as it would be with the origin on its own nucleus.

**Q.** What must a field-free basis do to match this?

**A.** Write the Hamiltonian with $\mathbf A=\mathbf A_R+\mathbf a$. Since $\mathbf a$ is constant,

$$H=H_R+\mathbf a\cdot\mathbf p+\mathbf a\cdot\mathbf A_R+\tfrac12a^2.$$

Both $\mathbf a$ and $\mathbf A_R$ are proportional to $B$, so the one new first-order term is $\mathbf a\cdot\mathbf p$. The other first-order term, $\tfrac12\mathbf B\cdot\mathbf L_R$, merely shifts the energy of $\chi$ by $\tfrac12mB$. The first-order correction $\psi_1$ therefore obeys

$$(H_0-\varepsilon)\psi_1=-(\mathbf a\cdot\mathbf p)\chi .$$

To solve it, use $[p_x,x]=-i$, which gives $[\tfrac12p_x^2,x]=-ip_x$ and hence $[H_0,\mathbf a\cdot\mathbf r]=-i\,\mathbf a\cdot\mathbf p$. Acting on $\chi$,

$$(H_0-\varepsilon)(\mathbf a\cdot\mathbf r)\chi=-i(\mathbf a\cdot\mathbf p)\chi .$$

Multiplication by $-i$ turns the right side into $-(\mathbf a\cdot\mathbf p)\chi$, so

$$\psi_1=-i(\mathbf a\cdot\mathbf r)\chi .$$

This is the linear term of $e^{-i\mathbf a\cdot\mathbf r}\chi$, as it must be. One may add to $\psi_1$ any function of energy $\varepsilon$. I assume for the count that these are just the members of the shell, which are in the basis already. The basis must then also contain $(\mathbf a\cdot\mathbf r)\chi$.

**Q.** How many functions is that?

**A.** It depends on how much freedom you demand. Take a shell with angular momentum $l$, which has $2l+1$ orbitals $\chi_m$.

For one field and one origin there is one vector $\mathbf a$. If it is not zero, the $2l+1$ products $(\mathbf a\cdot\mathbf r)\chi_m$ are linearly independent, because $\mathbf a\cdot\mathbf r$ vanishes only on a plane. You need $2l+1$ extra functions.

For all fields and all origins you need the products of $x$, $y$ and $z$ (measured from the nucleus) with every $\chi_m$. A vector times angular momentum $l$ can give $l+1$, $l$ and $l-1$. The products have parity $(-1)^{l+1}$, which excludes $l$. The other two do occur, since

$$\cos\theta\,P_l=\frac{(l+1)P_{l+1}+lP_{l-1}}{2l+1},$$

and rotations then generate both multiplets in full. The number is $(2l+3)+(2l-1)=4l+2$ for $l\ge1$, and 3 for an s orbital.

For one displaced origin and all fields, $\mathbf a=\tfrac12\mathbf B\times\mathbf d$ is confined to the plane perpendicular to $\mathbf d$. With $z$ along $\mathbf d$, the products are $(x\pm iy)\chi_m$, which makes $4l+2$ of them. Two products can be proportional only if they have the same total azimuthal number $M$, and so come from $m=M-1$ and $m=M+1$. Their $\theta$ dependence agrees only if $|M-1|=|M+1|$, hence $M=0$. For $l\ge1$ that is one relation, which leaves $4l+1$ functions. For $l=0$ there is no relation, and the count is 2.

Numerical ranks confirm these counts for $l=0$ to 3. For the five hydrogen orbitals 1s, 2s and 2p, the requirement for all origins and fields is $3+3+6=12$ additional functions. For one displaced origin it is $2+2+5=9$.

**Q.** A normal polarized basis has p functions on hydrogen and d functions on carbon. Are those not the ones?

**A.** They have the right angular part, but the radial part matters too. The extra functions have the radial form $rR(r)$, where $R$ belongs to the occupied orbital. For an s orbital made of Gaussians, $x\,e^{-\alpha r^2}$ is a p Gaussian with the same exponent. A p set with the same exponents and the same coefficients of the unnormalized primitives therefore supplies $(\mathbf a\cdot\mathbf r)\chi$ exactly. The equation for $\psi_1$ used $H_0\chi=\varepsilon\chi$, however, and a Gaussian s orbital is only approximate. Let $\chi$ be normalized and $\varepsilon$ its mean energy. From $(H_0-\varepsilon)x\chi=x(H_0-\varepsilon)\chi-\partial_x\chi$ and $\langle x\chi|\partial_x\chi\rangle=-\tfrac12$, the equation projected on this one contracted p function gives $\psi_1=-ic\,(\mathbf a\cdot\mathbf r)\chi$ with $c=\tfrac12/\left[\tfrac12+\tfrac13\langle r^2\chi|H_0-\varepsilon|\chi\rangle\right]$. The London value $c=1$ is reached when the energy is stationary against an admixture of $r^2\chi$. That holds for an exact eigenfunction, and also for a single Gaussian with optimized exponent, because there $r^2e^{-\alpha r^2}=-\partial_\alpha e^{-\alpha r^2}$. It does not hold in general: for the STO-3G orbital of a hydrogen atom $c=1.24$, and an origin dependence remains.

For a p orbital, consider

$$x\cdot x\,e^{-\alpha r^2}=\left(x^2-\tfrac13r^2\right)e^{-\alpha r^2}+\tfrac13r^2e^{-\alpha r^2}.$$

The first part is a d function. The second is an s function with an extra $r^2$, which a pure spherical d shell does not contain. A Cartesian d shell of six components does contain it. A basis with spherical d shells has to imitate it with several ordinary s functions.

**Q.** What is the penalty if the basis contains these functions only approximately?

**A.** Take the expectation value of $H$ in the bare orbital $\chi$. The terms $\mathbf a\cdot\mathbf p$ and $\mathbf a\cdot\mathbf A_R$ are odd under inversion through the nucleus and average to zero. The term $\tfrac12a^2$ remains as a false energy. In a complete basis the response removes it:

$$\langle\chi|\mathbf a\cdot\mathbf p|\psi_1\rangle=-i\langle(\mathbf a\cdot\mathbf p)(\mathbf a\cdot\mathbf r)\rangle .$$

Split the operator product into half its anticommutator and half its commutator. The anticommutator has a real average, so it would contribute an imaginary energy. This second-order energy is real, so that part vanishes. The commutator is $-ia^2$, and the result is $-i\cdot\tfrac12(-ia^2)=-\tfrac12a^2$.

Suppose a finite basis recovers a fraction $f$ of this cancellation. With $a^2=\tfrac14B^2d_\perp^2$, where $d_\perp$ is the part of $\mathbf d$ perpendicular to the field, the remaining error is

$$\Delta E=(1-f)\,\tfrac18B^2d_\perp^2 .$$

The number $f$ can also exceed 1, which makes $\Delta E$ negative: for the STO-3G orbital with its contracted p function above, $f=c=1.24$. In either case the error grows as the square of the distance to the origin. That is why a small defect in the basis can become a large error.

For hydrogen 1s the exact orbital is known, and I added p Gaussians one shell at a time, in an order fixed beforehand:

| p shells | $f$ | shielding at probe (ppm) |
|---|---|---|
| 1 | 0.849 | 2.333 |
| 2 | 0.874 | 1.982 |
| 3 | 0.992 | 1.676 |
| 4 | 0.9988 | 1.631 |
| 5 | 0.9991 | 1.626 |

The single function $x\chi$ gives $f=1$ for $\mathbf a$ along $x$. With five Gaussian shells and $d_\perp=10$ bohr, the error in $d^2E/dB^2$ is $(1-0.9991)\times100/4\approx0.02$ a.u. The correct value is $\tfrac14\langle\rho^2\rangle=0.5$ a.u., since $\langle\rho^2\rangle=\tfrac23\langle r^2\rangle=2$ bohr². A defect of 0.09 % in $f$ has become an error of about 4 %.

**Q.** I measure shieldings, not energies. What is the last column?

**A.** It is the isotropic shielding that the electron of this hydrogen atom produces at a probe nucleus 2 bohr away, with the gauge origin at the probe. The link is the electric current

$$\mathbf J=-\left[\operatorname{Im}(\psi^*\nabla\psi)+\mathbf A|\psi|^2\right].$$

For the real bare orbital the first term is zero, so $\mathbf J=-(\mathbf A_R+\mathbf a)\chi^2$. For the London orbital the phase contributes $\operatorname{Im}(\omega^*\nabla\omega)=-\mathbf a\chi^2$, and $\mathbf J=-\mathbf A_R\chi^2$ remains, a circulation around the nucleus. The bare orbital has in addition a false current $-\mathbf a\chi^2$, as if the whole electron cloud were drifting in one direction.

**Q.** How much shielding does the false drift produce?

**A.** Let the probe be at $\mathbf S$, with $\mathbf s=\mathbf S-\mathbf R$, and let $\alpha$ be the fine-structure constant. The Biot–Savart law reads

$$\mathbf B_{\rm ind}=\alpha^2\int\frac{\mathbf J\times(\mathbf S-\mathbf r)}{|\mathbf S-\mathbf r|^3}\,d^3r .$$

For a spherical density, Gauss's law replaces the cloud by the charge fraction $g(s)$ inside radius $s$. The false field is $-\alpha^2g\,\mathbf a\times\mathbf s/s^3$. At the atom's own nucleus it vanishes, because $g\propto s^3$ at small $s$. For an s orbital, then, the neighbours suffer from the drift.

With the origin at the probe, $\mathbf d=-\mathbf s$ and $\mathbf a=-\tfrac12\mathbf B\times\mathbf s$, so

$$\mathbf a\times\mathbf s=\tfrac12\left[s^2\mathbf B-\mathbf s(\mathbf s\cdot\mathbf B)\right].$$

The shielding tensor is defined by $\mathbf B_{\rm ind}=-\sigma\mathbf B$. One third of the trace of the bracket, with its factor $\tfrac12$, is $\tfrac12\cdot\tfrac13(3s^2-s^2)=\tfrac13s^2$. Hence

$$\sigma_{\rm false}=\frac{\alpha^2}{3}\frac{g(s)}{s}.$$

The total for the bare orbital follows in the same way. Put $\mathbf u=\mathbf r-\mathbf S$, so that $\mathbf J=-\tfrac12\mathbf B\times\mathbf u\,\chi^2$. The same trace gives

$$\sigma_{\rm bare}=\frac{\alpha^2}{3}\left\langle\frac1u\right\rangle=\frac{\alpha^2}{3}\left[\frac{g(s)}{s}+\int_{r>s}\frac{\chi^2}{r}\,d^3r\right],$$

with $r$ now measured from the nucleus. The first term in the bracket is the false part. The second is the London result. For $\chi^2=e^{-2r}/\pi$ it is

$$\sigma_{\rm London}=\frac{\alpha^2}{3}\,4\int_s^\infty re^{-2r}dr=\frac{\alpha^2}{3}(1+2s)e^{-2s}.$$

At $s=2$ bohr the bare orbital gives 8.388 ppm and the London orbital 1.626 ppm. The difference, 6.762 ppm, is false. The formulas give the ratio of false to true shielding as $(g/s)/[(1+2s)e^{-2s}]$. With $g=1-(1+2s+2s^2)e^{-2s}=0.762$ this is $0.381/0.0916=4.16$, in agreement with $6.762/1.626$.

The table shows the bare calculation approaching 1.626 ppm as p shells are added. The London orbital is there with one function.

**Q.** My samples are molecules. Does the argument survive?

**A.** One part survives in full. Move the origin by $\boldsymbol\delta$. Each $\mathbf a$ changes by the same vector, $-\tfrac12\mathbf B\times\boldsymbol\delta$, so all London orbitals in the molecule acquire one common factor $e^{\frac i2(\mathbf B\times\boldsymbol\delta)\cdot\mathbf r}$. By the phase identity, this factor compensates the change in $\mathbf A$. All matrix elements, and hence the energies, stay the same in any basis.

The other part becomes approximate. Each orbital brings the first-order response of its own atom, in a fixed proportion. When atoms overlap, that proportion need not be the best one, and the molecule also has responses that no isolated atom has. Ordinary basis functions must supply the rest.

**Q.** Then show me a molecule, including a case where the field-free basis has a fair chance.

**A.** Take H$_2^+$ with a bond of 2 bohr and the field perpendicular to it. It has one electron, so the errors come from the basis and not from electron correlation. Here is $d^2E/dB^2$ in a.u., with the origin at the midpoint or 5 bohr from it along the bond:

| basis | London | bare, midpoint | bare, far |
|---|---|---|---|
| STO-3G | 0.461 | 0.537 | 6.787 |
| cc-pVDZ | 0.414 | 0.422 | 2.765 |
| cc-pVTZ | 0.403 | 0.403 | 0.925 |
| cc-pVQZ | 0.401 | 0.401 | 0.551 |

The London values are the same for both origins to the digits shown. The magnetizability is minus this derivative. For this field direction, London cc-pVQZ gives $-0.401$ a.u., or $-3.16\times10^{-29}$ J/T². Larger bases (aug-cc-pVQZ, aug-cc-pV5Z) reduce the magnitude by about 0.0004 a.u., to 0.4005, so the third digit lies between 0.400 and 0.401.

The far origin shows the slow convergence. STO-3G has only s functions on the bond axis, while the added $\mathbf a$ is perpendicular to that axis. By reflection symmetry $\mathbf a\cdot\mathbf p$ has no matrix elements between them, so nothing cancels the false energy $\tfrac12a^2$. The product of $\mathbf a$ with the midpoint vector potential is already of order $B^2$ and odd under inversion through the midpoint, so its average in the ground state is zero. The derivative must rise by $5^2/4=6.25$, and indeed $6.787-0.537=6.250$. The part of this 6.25 that remains is 37 % in cc-pVDZ, 8 % in cc-pVTZ and 2.4 % in cc-pVQZ. Even that last remainder puts the result 37 % above the London value. These percentages belong to the cc-pVXZ family without diffuse functions; with them the remainder falls to 0.9 % in aug-cc-pVTZ and 0.25 % in aug-cc-pVQZ.

**Q.** But at the midpoint the two columns are close.

**A.** They are, and the gain there is modest. Relative to the London cc-pVQZ value, the STO-3G error is 15 % with London orbitals and 34 % without. In cc-pVDZ the errors are 3 % and 5 %, and in cc-pVTZ both are below 1 %.

Each nucleus is 1 bohr from the midpoint, so the one-centre false term in the derivative is $1^2/4=0.25$ a.u. That is far below the 6.25 of the far origin, but not small against 0.40. The STO-3G gap between the bare and London values is only $0.537-0.461=0.076$, less than a third of this estimate, so the one-centre estimate does not carry over to these two atoms. Their overlap is a possible cause, but these numbers do not isolate that effect. In a large molecule no single origin is close to every atom, and the factor $d_\perp^2$ then works against the field-free basis.

**Q.** Real atoms have many electrons. Does exchange spoil the one-centre result?

**A.** Not for a closed-shell atom in Hartree–Fock theory. The exchange operator is not a multiplication, but it is built from the occupied orbitals. If all of them carry the same phase, its action on $\omega_i$ is

$$\sum_j\omega_j(\mathbf r)\int\frac{\omega_j^*(\mathbf r')\,\omega_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

The phases at $\mathbf r'$ cancel and the one at $\mathbf r$ comes out in front, so the phase identity still holds. The mean field of closed shells is spherical, and each orbital can be chosen with definite $m$, so the first-order argument goes through as before.

It fails where its conditions fail: at second order in the field, where $\tfrac18B^2\rho^2$ deforms the orbital, and in surroundings that are not spherical. There London orbitals need additional basis functions like any others, but not to repair the choice of origin.

## Values computed for the example and the checks

```
Local test: B = 0.3 a.u., residual beyond the B^2 term (hartree)
  hydrogen 1s: London 3.3e-16
  hydrogen 2p, m=+1: London 2.2e-16
  hydrogen 3d, m=-1: London 5.6e-16
  oscillator p, m=+1: London 3.1e-15
Oscillator, origin at (3.0, 1.0) bohr: norm of state error
  B = 0.04 a.u.: bare 4.470e-02, London 9.998e-05
  B = 0.08 a.u.: bare 8.925e-02, London 3.997e-04
  power of B: bare 0.998, London 1.999
Extra functions: one B and O / one O, all B / all O and B
  l = 0, 1 orbitals: 1 / 2 / 3
  l = 1, 3 orbitals: 3 / 5 / 6
  l = 2, 5 orbitals: 5 / 9 / 10
  l = 3, 7 orbitals: 7 / 13 / 14
  1s+2s+2p, 5 orbitals: one O, all B 9; all O and B 12
Hydrogen 1s, probe and gauge origin at 2.0 bohr
  bare orbital: shielding 8.388 ppm
  London orbital: shielding 1.626 ppm
  false part of bare shielding: 6.762 ppm
  one function x*1s: fraction f = 1.000000
  1 p shells (added exponent 0.25 bohr^-2): f = 0.84894, 2.333 ppm
  2 p shells (added exponent 0.75 bohr^-2): f = 0.87384, 1.982 ppm
  3 p shells (added exponent 0.08 bohr^-2): f = 0.99202, 1.676 ppm
  4 p shells (added exponent 2.25 bohr^-2): f = 0.99875, 1.631 ppm
  5 p shells (added exponent 6.75 bohr^-2): f = 0.99914, 1.626 ppm
H2+, bond 2.0 bohr, B = 0.002 a.u. perpendicular to bond
  far origin: 5.0 bohr from midpoint along the bond
  second derivative of energy with field, d2E/dB2 (a.u.):
  sto-3g, 2 functions, electronic energy -1.08270 hartree
    London: midpoint 0.4614, far 0.4614
    bare: midpoint 0.5372, far 6.7872
  cc-pvdz, 10 functions, electronic energy -1.10026 hartree
    London: midpoint 0.4139, far 0.4139
    bare: midpoint 0.4219, far 2.7650
  cc-pvtz, 28 functions, electronic energy -1.10224 hartree
    London: midpoint 0.4026, far 0.4026
    bare: midpoint 0.4033, far 0.9246
  cc-pvqz, 60 functions, electronic energy -1.10252 hartree
    London: midpoint 0.4009, far 0.4009
    bare: midpoint 0.4011, far 0.5505
  magnetizability, London cc-pvqz: -0.4009 a.u. = -3.164e-29 J/T^2
```
